Predicting One Temperature-Jump Relaxation Curve from Another by Ageing-Time Transformation

**What symmetry allows**

Two samples of the same glass-forming liquid, a and b, are equilibrated at different temperatures and then brought to the same final temperature T. A property X relaxes towards its equilibrium value X_eq(T). Let

dX(t) = X(t) − X_eq(T),  R(t) = dX(t)/dX0,

where dX0 is the value of dX just after the fast, solid-like response to the jump. X here means the structural part of the property. R falls from 1 to 0 in both experiments. If sample a takes a time dt_a to pass through a small interval of R, how long does sample b take?

The ratio dt_b/dt_a is dimensionless, so a change in the unit of time cannot affect it. Suppose that at equal R it depends only on the two distances from equilibrium:

dt_b/dt_a = h(dX_a, dX_b).

With a third sample c, going from a to b and then to c must agree with going directly:

h(dX_a, dX_b) h(dX_b, dX_c) = h(dX_a, dX_c).

Suppose further that only the difference of the two distances matters, h(x, y) = E(x − y). With u = dX_a − dX_b and v = dX_b − dX_c, the condition becomes

E(u) E(v) = E(u + v).

The continuous positive solutions are exponentials. Since u has the dimension of X, a constant of that dimension must appear:

E(u) = exp(u/X_c).

At equal R, dX_a − dX_b = (dX0_a − dX0_b)R. Therefore

dt_b/dt_a = exp(L R),  L = (dX0_a − dX0_b)/X_c.

The symmetry argument fixes the form, not the value of X_c. Dependence on the difference alone is a physical assumption; what happens when it fails is examined further on. The whole argument is classical, so ħ and the electron's mass and charge play no part.

**Five points by hand**

Take a down jump of 3 K, from 190 to 187 K, as the known curve. The wanted curve is an up jump of 4 K, from 183 to 187 K. The property is a capacitance whose structural part changes by −13 fF/K, so

dX0_a = (−13 fF/K)(+3 K) = −39 fF,
dX0_b = (−13 fF/K)(−4 K) = +52 fF.

Let X_c = −32.644 fF be known; its measurement is described below. Then

L = (−39 − 52)/(−32.644) = 2.788.

Suppose that the known curve has been read at five points only. The third column is the factor that stretches time there.

R = 1.00, t_a = 0 s, exp(LR) = 16.24
R = 0.80, t_a = 14.53 s, exp(LR) = 9.30
R = 0.50, t_a = 131.56 s, exp(LR) = 4.03
R = 0.20, t_a = 834.73 s, exp(LR) = 1.746
R = 0.05, t_a = 3282.82 s, exp(LR) = 1.150

Each interval of source time is multiplied by the mean of the factors at its ends, and the results are added:

R = 0.80: 14.53 × 12.77 = 186 s
R = 0.50: 186 + 117.03 × 6.665 = 966 s
R = 0.20: 966 + 703.17 × 2.888 ≈ 2996 s
R = 0.05: 2996 + 2448.09 × 1.448 ≈ 6541 s

A direct simulation of the up jump gives 168, 825, 2505 and 5759 s. The hand results are too long by 10, 17, 20 and 14 percent of the simulated times, although the source times at R = 0.8 and R = 0.05 had to be stretched by very different factors.

The sign of the error can be explained. During a down jump both the clock and the normalized response slow down as time passes, so R(t) is convex for the relaxation function used here. For L > 0 the exponential of a convex function is convex, and the straight chords of the trapezoid rule lie above it. The remedy is closer sampling.

With 100 points per decade, one interval reads

t_a: 100.000 → 102.329 s
R: 0.54426 → 0.54059
exp(LR): 4.5595 → 4.5131.

The sum accumulated up to its left end is 690.191 s. The interval adds

2.329 × (4.5595 + 4.5131)/2 = 10.565 s,

which gives 700.76 s. The value R = 0.54059 is now assigned to that later time. No value of R has been altered; each has been moved in time. Repeated over the whole curve, this gives predicted times of 168.43, 825.22, 2505.20 and 5759.24 s at the four levels of the table. The simulated times are 168.41, 825.14, 2504.97 and 5758.54 s.

**Why equal R means equal state**

The symmetry argument compared the two samples at equal R. That is justified if R identifies the internal state, apart from the size of the jump. Describe the structure by modes with offsets y_i from equilibrium, all of which share one clock:

dy_i/dt = −k_i g(t) y_i.

Here k_i is the rate of mode i in equilibrium at T, and g is the dimensionless clock rate, equal to 1 in equilibrium at T. Define the material time ξ by

dξ = g(t) dt,  ξ(0) = 0.

Dividing the mode equation by g gives dy_i/dξ = −k_i y_i, hence

y_i = y_i(0) exp(−k_i ξ).

The sample starts in equilibrium at its initial temperature, so every y_i(0) equals the same temperature offset Δ = T_i − T. If the property is a weighted sum of the modes, with positive weights w_i that add to 1, then

R = Σ w_i exp(−k_i ξ) = φ(ξ).

The derivative φ′(ξ) = −Σ w_i k_i exp(−k_i ξ) is negative, so each R belongs to one ξ. At equal R the two samples have equal ξ, and therefore equal y_i/Δ for every mode.

The clock is assumed to be controlled by the property itself:

ln g = dX/X_c = dX0 R/X_c.

This is single-parameter ageing. It is the leading term in an expansion of ln g in dX. By the chain rule,

dR/dt = φ′(ξ) g = φ′(ξ) exp(dX0 R/X_c).

Write this for a and for b at the same R. The factor φ′ is the same in both, so it cancels in the quotient:

dt_b/dt_a = (dR/dt_a)/(dR/dt_b) = exp[(dX0_a − dX0_b)R/X_c].

This is the form found by symmetry. Both samples start at R = 1 and t = 0, so integration gives the general result:

t_b(R) = ∫₀^{t_a(R)} exp[L R_a(t′)] dt′.

Neither the shape of φ nor the equilibrium relaxation time has to be known. Both are already contained in the measured source curve.

**The model behind the synthetic curves**

The clock's sensitivity to temperature follows from an apparent activation energy H = 2 eV. For a rate proportional to exp(−H/kT), with k Boltzmann's constant,

d ln(rate)/dT = H/(kT²) = 0.6637 K⁻¹ at 187 K.

A share of 60 percent is assigned to the structure, which gives s = 0.3982 K⁻¹. The rest follows the bath temperature directly and has reached its final value once the jump is over. With the mean structural offset written as y = Σ w_i y_i,

ln g = s y,  dX = (−13 fF/K) y,

so that

X_c = (−13 fF/K)/(0.3982 K⁻¹) = −32.65 fF.

The minus sign says that a larger structural capacitance goes with a slower clock. For the down jump of 3 K, dX0/X_c = +1.19 and the clock starts about 3.3 times faster than in equilibrium. For the up jump of 3 K the exponent is −1.19, and the clock starts slower by the same factor.

Six modes have equilibrium times from 10 to 3162 s, two per decade, with weights 0.05, 0.08, 0.14, 0.24, 0.33 and 0.16. The synthetic curves come from integrating the six coupled rate equations in laboratory time, without the transformation.

At R = 0.5 the normalized modes of the 3 K down and up jumps agree to 5 × 10⁻¹¹. The ratio of their relaxation rates is 3.3025, the same to the digits shown as exp(L/2) for this pair, for which L = 2.3893. This tests the two central steps of the derivation separately.

**The algorithm and its error**

Let the source curve be sampled at t_0 = 0, t_1, t_2, …, with R_0 = 1. The steps are:

1. Compute L from the two initial distances and X_c.
2. Set the first target time to zero, τ_0 = 0, and accumulate

τ_{n+1} = τ_n + (t_{n+1} − t_n)[exp(L R_n) + exp(L R_{n+1})]/2.

3. Pair each τ_n with the unchanged R_n.
4. Interpolate these pairs to the times at which the target is wanted, without going beyond the last τ_n.

To predict a from b, replace L by −L and use R_b as the source.

The trapezoid rule makes an error of about h³F″/12 in an interval of width h, where F = exp(LR). On a logarithmic grid h ≈ δt, with δ the step in ln t. Summing over intervals gives

error ≈ (δ²/12) ∫ t² F″(t) dt.

Halving δ should therefore divide the error by 4. For the prediction of the 3 K up jump from the 3 K down jump, at a source time of 1000 s, the relative error of the target time is 2.25 × 10⁻³ with 10 points per decade and 5.61 × 10⁻⁴ with 20. The ratio is 4.00.

**Measuring X_c from two curves**

Choose a level R* and read the times t_a* and t_b* at which the two curves reach it. L must satisfy

G(L) = ∫₀^{t_a*} exp[L R_a(t)] dt = t_b*.

There is one solution. The derivative

dG/dL = ∫₀^{t_a*} R_a exp(L R_a) dt

is positive, so G rises strictly. Over the range of integration R_a ≥ R* > 0. For L < 0 this gives G ≤ t_a* exp(L R*), which tends to 0 as L → −∞. For L > 0 it gives G ≥ t_a* exp(L R*), which grows without bound as L → +∞. G therefore passes through t_b* once, and bisection finds the place. Then

X_c = (dX0_a − dX0_b)/L.

This requires two jumps with different dX0. The 3 K pair at R* = 0.3 gives L = 2.3894, hence

X_c = (−39 − 39)/2.3894 = −32.644 fF,

in agreement with the value put into the model. This is the value used in the hand calculation. The up jump of 4 K took no part in the calibration.

Agreement at the chosen R* is forced by the fit. The other levels contain information: if the law holds, they must return the same L. The levels 0.8, 0.5, 0.3 and 0.1 give 2.3893, 2.3893, 2.3894 and 2.3894.

**Predictions and cruder recipes**

All errors in this section are the largest absolute differences in R over times up to 10⁵ s, with 100 points per decade from 0.1 s. Since R starts at 1, they are fractions of the full relaxation.

Within the calibrated pair, the error is 2.5 × 10⁻⁵ from down to up and 2.3 × 10⁻⁵ from up to down. With X_c frozen, the 3 K down curve predicts two further jumps. For the up jump of 4 K the error is 3.0 × 10⁻⁵. For a down jump of 1 K,

L = [−39 − (−13)]/(−32.644) = 0.7965,

and the error is 1.4 × 10⁻⁵. These small figures show that the algorithm is correct for data that obey its assumptions. They say nothing about how well a real liquid obeys them.

If the 3 K down curve is used unchanged for the up jump of 4 K, the error is 0.352. If its times are multiplied by one factor, 6.272, chosen so that the curves meet at R = 0.5, the error is still 0.141. The reason is visible in

t_b/t_a = (1/t_a) ∫₀^{t_a} exp(L R_a) dt.

The ratio is a running average of a quantity that, for L > 0, falls with time, so it falls too. In the example it is 11.6 at R = 0.8, 6.3 at R = 0.5, 3.0 at R = 0.2 and 1.75 at R = 0.05.

**Three limits**

At very short times R ≈ 1, and t_b ≈ exp(L) t_a. For the up jump of 4 K the factor is 16.2. The ratio 11.6 at R = 0.8 shows how soon the average moves away from this limit.

At long times the useful quantity is the delay,

t_b − t_a = ∫₀^{t_a} [exp(L R_a) − 1] dt.

When R is small the integrand is close to L R. If R is integrable, as it is for a finite set of modes, the delay tends to a constant and t_b/t_a tends to 1. In the example the delay is 154, 694, 1670 and 2476 s at the four levels, so it is still growing at R = 0.05.

The third limit turns an ageing curve into a linear-response curve. Let the target jump become infinitesimal, dX0_b → 0. Then L = dX0_a/X_c, and

t_b = ∫₀^{t_a} exp(dX_a/X_c) dt = ∫₀^{t_a} g_a dt = ξ_a.

The transformed time is the material time itself, and R plotted against it is φ. For the 3 K down jump this requires L = −39/(−32.644) = 1.195. If both jumps are infinitesimal, L → 0 and the curves coincide without any transformation.

**When the clock is not shared**

The derivation fails if each mode has its own clock. As a control, let mode i run at the rate exp(s y_i), set by its own offset instead of the mean. Curves from the 3 K pair then have mode states that differ by up to 0.132 at R = 0.5, so R no longer identifies the state.

Calibration at R* = 0.8, 0.5, 0.3 and 0.1 now gives L = 2.136, 2.573, 3.017 and 3.849. This drift is a warning sign, though not one specific to separate clocks: with a shared clock, the plateau error of 0.2 fF considered below moves L from 2.41 to 2.60 over the same levels. The drift found here is consistent with which modes carry the decay. Weighted by their shares of dR/dt, the normalized mode offsets average 0.60 to 0.66 at R = 0.8, below R, because the fast modes that are then decaying are already partly relaxed. At R = 0.3 they average 0.40 to 0.47 and at R = 0.1 they average 0.22 to 0.30, above R, because slower modes have taken over. The clocks that matter therefore differ between the two jumps by less than a shared clock would at early times and by more at late times. With L fitted at 0.3, the error is 0.107 for the calibrated up jump of 3 K and 0.129 for the up jump of 4 K.

A constant L is necessary but not sufficient. Suppose that there is a shared clock with ln g = f(dX), where f is not linear. For equal and opposite jumps of size A, the logarithm of the rate ratio at equal R is

f(AR) − f(−AR),

which contains only the odd part of f. Any even part cancels. A symmetric pair can therefore look perfect while unequal jumps disagree.

The Vogel–Fulcher–Tammann (VFT) form shows this. Let the structural clock vary as exp[−B/(T_s − T_0)], where T_s = T + y is the temperature assigned to the structure, and let D = T − T_0. Then

ln g = B/D − B/(D + y) = By/[D(D + y)].

Matching the slope at y = 0 gives s = B/D², hence

ln g = s y D/(D + y) ≈ s(y − y²/D).

With y = ΔR, the quadratic term contributes −(s/D)(Δ_a² − Δ_b²)R² to ln(dt_b/dt_a). It vanishes for jumps of +3 and −3 K. For +3 and −4 K with T_0 = 130 K it is

(0.3982/57)(16 − 9)R² = 0.049 R²,

so this term alone makes the true up jump locally slower than predicted by up to about 5 percent. With the full VFT clock the excess at R = 1 is about 6 percent.

In the simulated curves, the error in R is 0.0003 for the symmetric pair, but 0.0070 for the up jump of 4 K and 0.0051 for the down jump of 1 K. An Arrhenius clock, which corresponds to T_0 = 0, gives 0.0019 and 0.0016 for the last two. For this kind of departure, jumps left out of the calibration, with unequal sizes, are thus the stronger test.

**The real case and the quality of the data**

The parameters lie in the regime of supercooled glycerol slightly below its glass transition, which is roughly at 190 K. An apparent activation energy near 2 eV and relaxation times from minutes to an hour are rough typical values there, and 130 K is a rough value for T_0. The structural share, the capacitance coefficient and the mode weights are chosen round numbers, not measured properties of glycerol. A real experiment breaks the assumption of an instantaneous jump. Across a sample 50 µm thick, with thermal diffusivity 10⁻⁷ m²/s, heat spreads in about (50 µm)²/(π² × 10⁻⁷ m²/s) = 2.5 ms, which is negligible here; the temperature controller is slower. With an exponential approach of time constant 2 s, and with time counted from the start of the approach, the error in R rises to 0.020 for the 3 K up jump, 0.022 for the 4 K up jump and 0.008 for the 1 K down jump. These maxima occur early, near 35, 50 and 10 s. Separate mode clocks aside, this is the largest of the departures sized here for the two up jumps. The fast part of the capacitance is taken as already subtracted.

The final plateau must also be known. Suppose that an error adds 0.2 fF to every dX. The normalized curves then end at 0.2/(dX0 + 0.2) instead of zero. For the 3 K pair these false end values are

0.2/(−38.8) = −0.0052 and 0.2/39.2 = +0.0051.

They differ by 0.0103, and the largest error that this offset causes in the predicted 3 K up jump is the same to these digits. For the down jump of 1 K the false end value is 0.2/(−12.8) = −0.0156, three times that of the source curve, because the same error in capacitance is a larger part of a smaller signal. The resulting error in R is about 0.010, the largest for that jump among the effects sized here, separate mode clocks aside.

Random noise is partly averaged in the transformed times by the integral, but it stays in the two level readings used for calibration and in each value of R. With Gaussian noise of 0.05 fF per reading, 20 points per decade and exactly known initial and final values, 200 trials give X_c = −32.66 fF with a scatter of 0.17 fF, or 0.5 percent. The root-mean-square error of the predicted 4 K up jump is 0.0014. Two parts make up this error. The noise of the source readings is 0.05/39 = 0.0013 in R; interpolation between neighbouring points reduces it, and with a noise-free L it leaves about 0.0010. The scatter of the calibrated L, applied to a noise-free source, gives about 0.0008. The two combine roughly in quadrature.

Finally, each experiment must start from equilibrium. At 183 K the slowest mode has the lifetime

3162 s × exp(0.6637 × 4) ≈ 45,000 s.

Five lifetimes, after which a linear relaxation has e⁻⁵, or 0.7 percent, of that mode left, take 2.6 days. This estimate keeps the temperature sensitivity at its 187 K value. The Arrhenius form gives 48,000 s and 2.8 days, and a VFT form with T_0 = 130 K and the same slope at 187 K gives 55,000 s and 3.2 days. A sample used sooner carries a memory of its earlier history: its modes do not start with equal offsets, and R alone does not fix its state. The numerical output gives the remaining digits of the example.

Computed values

```
final temperature 187 K, activation energy 2.0 eV
structural share 0.6, tau 1000 s, alpha -13 fF/K
mode weights: 0.05 0.08 0.14 0.24 0.33 0.16
mode times (s): 10.0 31.6 100.0 316.2 1000.0 3162.3
clock sensitivity: total 0.6637 /K, structural 0.3982 /K
initial dX0: down 3 K -39 fF, up 3 K 39 fF
initial dX0: up 4 K 52 fF, down 1 K -13 fF
X_c put into the model -32.645 fF, L of the 3 K pair 2.3893
R=0.5: largest mode-state gap, shared clock 4.8e-11
R=0.5: rate ratio down/up 3.3025, exp(L/2) 3.3025
time error at 10 and 20 points/decade: 2.25e-03, 5.61e-04
ratio of these errors 4.00
calibration levels R*: 0.8 0.5 0.3 0.1
L found, shared clock: 2.3893 2.3893 2.3894 2.3894
X_c recovered at R*=0.3: -32.644 fF
L for down 3 K -> up 4 K: 2.7877
L for down 3 K -> down 1 K: 0.7965
one step: source t 100.000 -> 102.329 s
  R 0.54426 -> 0.54059
  exp(L R) 4.5595 -> 4.5131
  target t 690.191 -> 700.757 s
up 4 K: R, source time, predicted time, simulated time (s)
  0.80  14.53  168.43  168.41
  0.50  131.56  825.22  825.14
  0.20  834.73  2505.20  2504.97
  0.05  3282.82  5759.24  5758.54
largest errors in R (dimensionless):
  down 3 -> up 3 K 2.5e-05, up 3 -> down 3 K 2.3e-05
  held out: up 4 K 3.0e-05, down 1 K 1.4e-05
  up 4 K without transformation 0.352
  up 4 K with constant time factor 6.272: 0.141
separate mode clocks, L found: 2.136 2.573 3.017 3.849
  mode-state gap at R=0.5: 0.132
largest errors in R for up 3 K, up 4 K, down 1 K:
  separate mode clocks: 0.10691 0.12947 0.03115
  Arrhenius curvature: 0.00002 0.00194 0.00157
  VFT curvature, T0=130 K: 0.00030 0.00698 0.00508
  thermal lag 2 s: 0.02039 0.02220 0.00826
  plateau error 0.2 fF: 0.01029 0.00902 0.01047
noise 0.05 fF, 20 points/decade, 200 trials:
  X_c -32.658 +- 0.174 fF
  mean rms error in R for up 4 K 0.00137
heat diffusion time, 50 um sample: 2.53 ms
slowest mode at 183 K: 44975 s
  five such times: 2.60 days
```
